# The Vinet Equation of State and Its Decay Parameter: Two Derivations, part 2

We ask what the pressure derivative of the bulk modulus says about a crystal's binding curve, with two phases of hafnia as the example. The lattice is static, at zero temperature and under hydrostatic stress, with pressure $P$ positive in compression. Numbers are in eV and Å. Each phase has its own energy curve $E$ per formula unit, relaxed at each volume $V$ over cell shape and atomic positions.

The length $r$ is defined by $V=c\,r^3$ ($c=1$ for a cube edge, $c=4\pi/3$ for a sphere radius). Its equilibrium value is $r_0$, the equilibrium volume is $V_0$, and $x=r/r_0$, so $V=V_0x^3$. The bulk modulus is $B=-V\,dP/dV$; $B_0$ and $B_0'$ are its value and its pressure derivative at $P=0$.

The first derivation assumed the Rydberg curve, with depth $D$ and decay length $l$,

$$E(r)=-D(1+a)e^{-a},\qquad a=\frac{r-r_0}{l}.$$

With $\eta=r_0/l$ it gave the Vinet form

$$P=3B_0\frac{1-x}{x^2}e^{\eta(1-x)},\qquad B_0=\frac{D\eta^2}{9V_0},\qquad B_0'=1+\frac23\eta.$$

The second derivation starts from any smooth curve $E(x)$ with a minimum at $x=1$. With $F=dE/dx$, primes on $F$ for derivatives with respect to $x$, $E_2=F'(1)$ and $E_3=F''(1)$, it has given so far

$$P=-\frac{F}{3V_0x^2},$$

$$B_0=\frac{E_2}{9V_0},$$

$$B_0'=1-\frac{E_3}{3E_2}.$$

The volume at low pressure follows the general expansion

$$\ln\frac{V}{V_0}=-\frac{P}{B_0}+\frac{B_0'P^2}{2B_0^2}+\dots$$

The example takes rough values. Monoclinic hafnia has $V_0=35.0$ Å$^3$, $B_0=1.20$ eV/Å$^3$, $B_0'=4.0$ and $\eta=4.5$. The polar orthorhombic phase has $V_0=33.5$ Å$^3$, $B_0=1.30$ eV/Å$^3$, $B_0'=4.0$ and an energy minimum 0.070 eV per formula unit higher (the offset). The phase with the lower enthalpy $H=E+PV$ is favoured, and the two enthalpies cross at 0.0491 eV/Å$^3$.

### A law for the stiffness

Define the secant stiffness

$$k(x)=\frac{F(x)}{x-1}.$$

It is the restoring force per unit of relative displacement from equilibrium. For a harmonic crystal it is constant. For a curve with $E_3<0$, and hence $B_0'>1$, it falls near equilibrium as the crystal is stretched and rises as it is compressed. The simplest law of this kind is a constant relative rate of change,

$$\frac{dk}{dx}=-\eta k,\qquad k(x)=k(1)e^{-\eta(x-1)}.$$

This is the only assumption the second derivation makes about the shape of the curve. It must hold from equilibrium, $x=1$, where $B_0$ and $B_0'$ are defined, to the furthest $x$ at which the equation of state will be used.

To find $B_0$ and $B_0'$, write $F=(x-1)k$ and differentiate twice:

$$F'=k+(x-1)k',\qquad F''=2k'+(x-1)k''.$$

At $x=1$ these give $E_2=k(1)$ and $E_3=2k'(1)=-2\eta k(1)$. Hence

$$k(1)=9B_0V_0,\qquad B_0'=1+\frac{2\eta}{3}.$$

The origin of the factor $2/3$ is now visible. The 2 arises because the force is a product of displacement and stiffness, and the 3 because the volume is the cube of a length.

Inserting $F=9B_0V_0(x-1)e^{-\eta(x-1)}$ in the expression for the pressure gives

$$P=-\frac{9B_0V_0(x-1)e^{-\eta(x-1)}}{3V_0x^2}=3B_0\frac{1-x}{x^2}e^{\eta(1-x)},$$

which is the Vinet form again.

The energy follows by integration. With $u=x'-1$ as the variable along the path and $s=x-1$ at its end,

$$E(x)-E(1)=k(1)\int_0^s u\,e^{-\eta u}\,du.$$

Integrating by parts,

$$\int_0^s u\,e^{-\eta u}du=-\frac{s}{\eta}e^{-\eta s}+\frac1\eta\int_0^s e^{-\eta u}du=\frac{1-(1+\eta s)e^{-\eta s}}{\eta^2}.$$

If the law is extended to infinite separation, the right-hand side of the energy equation tends to $k(1)/\eta^2$. Setting the energy to zero there makes $E(1)=-k(1)/\eta^2$. With $D=k(1)/\eta^2$ the result is $E=-D(1+\eta s)e^{-\eta s}$, the Rydberg curve. On a limited interval, the exponential stiffness law and the Rydberg shape are thus the same statement up to an additive constant in the energy.

The stiffness law also shows how data can be examined. Taking the logarithm of the Vinet form gives

$$\ln\frac{Px^2}{3(1-x)}=\ln B_0+\eta(1-x).$$

For known $V_0$, the left side plotted against $1-x$ is a straight line if the assumption holds. The slope is $\eta$. Curvature in such a plot means that the relative rate of change of the stiffness is not constant, provided that $V_0$ is correct.

### Other curves with the same three numbers

The general formula for $B_0'$ shows what belongs to the Rydberg shape. Consider first a Morse curve with exponent $\alpha$ and $m=\alpha r_0$,

$$E=D_M\left[(1-e^{-ms})^2-1\right].$$

For small $s$, $1-e^{-ms}=ms-m^2s^2/2+\dots$, and its square is $m^2s^2-m^3s^3+\dots$. Therefore $E_2=2D_Mm^2$ and $E_3=-6D_Mm^3$, so $B_0'=1+m$. For $B_0'=4.0$ the Morse exponent is $m=3.0$, not 4.5.

Next take a Born–Landé curve, the sum of a Coulomb attraction and a power-law repulsion:

$$E=\frac{D_B}{n-1}\left(x^{-n}-\frac{n}{x}\right),\qquad n>1.$$

Its first derivative is $D_Bn(x^{-2}-x^{-n-1})/(n-1)$, which vanishes at $x=1$. The second derivative there is $E_2=D_Bn(n+1-2)/(n-1)=D_Bn$. The third is

$$E_3=\frac{D_Bn}{n-1}\left[6-(n+1)(n+2)\right]=-D_Bn(n+4),$$

since $(n+1)(n+2)-6=n^2+3n-4=(n-1)(n+4)$. Hence $B_0'=(n+7)/3$, and $B_0'=4.0$ requires $n=5$.

All three curves have $E_2=9B_0V_0$, which is $9(1.20)(35.0)=378$ eV here. Their depths are

$$D=\frac{378}{4.5^2}=18.7,\qquad D_M=\frac{378}{2(3.0)^2}=21.0,\qquad D_B=\frac{378}{5}=75.6\ \text{eV}.$$

Yet at 10% compression the Vinet and Morse pressures are both 0.1557 eV/Å$^3$, and the Born–Landé pressure is 0.1562 eV/Å$^3$, less than half a percent higher. The reason is that $V_0$, $B_0$ and $B_0'$ fix the pressure through second order in $x-1$. The curves can differ from third order on, and $1-x$ is 0.035 here.

The depth, by contrast, is an integral of the force out to infinite separation, where the shapes need not agree. The two exponential curves still give similar depths. The Born–Landé curve has a slow Coulomb tail and ends in separated ions, so its depth is large. A good fit near equilibrium therefore does not determine the energy of separation. In an ionic oxide, $D$ should be read as a parameter of the fitted curve.

### Crystals with unequal axes

A relaxed low-symmetry crystal need not follow the stiffness law in $V^{1/3}$ even if each axis follows it. A simple model shows the size of the effect. Let three uncoupled axes have relative lengths $a_i$, with $V=V_0a_1a_2a_3$, the same $\eta$, and stiffnesses $k_i$. Minimizing $E+PV$ with respect to $a_i$, and using $\partial V/\partial a_i=V/a_i$, gives

$$k_ia_i(1-a_i)e^{\eta(1-a_i)}=PV.$$

Put $\epsilon_i=1-a_i$ and $\tau_i=PV/k_i$. To second order $\tau_i=\epsilon_i+(\eta-1)\epsilon_i^2$, so $\epsilon_i=\tau_i-(\eta-1)\tau_i^2$. Then $\ln a_i=-\epsilon_i-\epsilon_i^2/2=-\tau_i+(\eta-\frac32)\tau_i^2$. With $S_1=\sum_i1/k_i$ and $S_2=\sum_i1/k_i^2$,

$$\ln\frac{V}{V_0}=-PVS_1+\left(\eta-\tfrac32\right)(PV)^2S_2.$$

The first-order term gives the relaxed modulus, $1/B_0=V_0S_1$. In the second order, $PV=PV_0(1-P/B_0)$, so the first term contributes $+P^2/B_0^2$. Comparison with the general expansion $\ln(V/V_0)=-P/B_0+B_0'P^2/(2B_0^2)$ yields

$$B_0'=2+(2\eta-3)\frac{S_2}{S_1^2}.$$

For equal axes $S_2/S_1^2=1/3$, and $1+2\eta/3$ returns. For stiffnesses in the ratio 0.7 : 1.0 : 1.3, with their sum held fixed, the relaxed modulus falls from 1.20 to 1.13 eV/Å$^3$, because the soft axis yields most. The derivative rises from 4.0 to 4.13. If the Vinet form is given these relaxed values, the model's pressure at 10% compression is about 0.1% below it. In this model, anisotropy changes the parameters much more than it changes the form. Coupling between axes, or an internal rearrangement of atoms, could have a larger effect.

### What each derivation assumes

Both derivations assume a static lattice, hydrostatic stress and one smooth energy curve per phase. If a phase changes its structure along the path, a single set of $V_0$, $B_0$ and $B_0'$ no longer describes it.

The first derivation assumes the energy from the compressed crystal to complete separation. In return it links $B_0$ to the depth and the decay length: given $D$, $l$ and $r_0$, it predicts the modulus. That prediction is as good as the assumed shape between equilibrium and separation, which the comparison of depths shows to be a strong demand.

The second derivation assumes a stiffness law from equilibrium through the range in use. It needs no depth and no zero of energy, and it takes $B_0$ as an input. It also separates the general from the particular: $B_0'=1-E_3/(3E_2)$ holds for any smooth minimum, whereas $E_3/E_2=-2\eta$ belongs to the Rydberg shape. An agreement of the Vinet form with compression data is therefore consistent with the stiffness law in that range but does not single it out: at 10% compression the Morse and Born–Landé curves give nearly the same pressure. It also leaves the tail of the binding curve open.

### Hafnia in a capacitor

The volumes, moduli and energy offset used here are rough values for bulk hafnia. A capacitor film differs from the model in several ways, each of which is applied below by itself to the crossing at 0.0491 eV/Å$^3$. The inputs are rough.

Vibrations are represented by nine modes of energy $w=0.045$ eV per formula unit at $T=300$ K, with $w\propto V^{-\gamma}$ and $\gamma=1$. Their free energy is $9k_BT\ln[2\sinh(w/2k_BT)]$, which includes zero-point motion. Since $w$ rises as $V$ falls, the denser polar phase has the higher free energy if the same scaling connects the two structures, which is itself an assumption. Evaluated at the two zero-pressure volumes and then held fixed, this difference raises the offset by 0.013 eV and moves the crossing to about 0.059 eV/Å$^3$. Letting the vibrational free energy follow the volumes under pressure gives 0.058 eV/Å$^3$. The vibrational pressure, 0.0082 eV/Å$^3$, expands the monoclinic cell by about $0.0082/1.20=0.7\%$.

A field of 2 MV/cm along a polarization of 20 µC/cm$^2$ lowers the energy of the polar phase by polarization times field times volume, 0.0084 eV, and the crossing falls to 0.043 eV/Å$^3$. The energy shift is proportional to the polarization and to the field. The value used here is meant as a remanent value for a film, and a single polar crystal can have a larger one. The difference in dielectric response is left out. An equal compressive stress of 2 GPa in both in-plane directions has a mean pressure of two thirds of that value, 0.0083 eV/Å$^3$, about one sixth of the crossing pressure. A tensile stress, which is common in such films, gives a mean pressure of the opposite sign. Either value is only an average over grain orientations. In a given grain the work done by the stress depends on the change of its in-plane area, which can make the effect much smaller or larger.

Of the shifts in the crossing worked out here, the largest comes from the interfaces of small grains. Take separate grains about 10 nm across, embedded in an amorphous matrix. A spherical grain of diameter $d$ has an area of $6/d$ per unit volume. In a dense polycrystal neighbouring grains share their boundaries, which roughly halves this area and the energy shift that follows from it. For $d=10$ nm, and an interface energy assumed to be lower by 0.02 eV/Å$^2$ in the polar phase, the offset falls by $6(0.02)(33.5)/100=0.040$ eV. The crossing drops to 0.020 eV/Å$^3$, less than half the bulk value. Both the sign and the size rest on the assumed interface energy.

Finally, the crossing concerns two curves, and hafnia has more phases. If an antipolar orthorhombic phase lies 0.03 eV below the polar one, with the same equation of state, it crosses the monoclinic phase at 0.0275 eV/Å$^3$. It then stays below the polar phase at every pressure, since the two enthalpies differ by a constant. In this model, pressure on bulk monoclinic hafnia does not make the polar phase the most stable one; a film must owe its polar phase to other causes. With the inputs above, neither the field nor the interfaces are enough alone at zero pressure: they supply 0.0084 eV and 0.040 eV, against an offset of 0.070 eV from the monoclinic phase. The field term is also smaller than the 0.03 eV gap to the antipolar phase. Smaller grains would increase the interface term, and the kinetics of growth, which is not modelled here, may keep a phase that is not the most stable one. The numerical output that follows lists the inputs and results.

## Values computed for the example and the checks

```
Monoclinic V0 = 35.0 A^3/f.u., B0 = 1.20 eV/A^3, B0' = 4.0
Monoclinic B0 converted = 192 GPa
Polar ortho V0 = 33.5 A^3/f.u., B0 = 1.30 eV/A^3, B0' = 4.0
Energy offset polar minus monoclinic = 0.070 eV/f.u.
eta = 4.500 (no unit)
Cube edge r0 = 3.271 A, decay length l = 0.727 A
Sphere radius r0 = 2.029 A, decay length l = 0.451 A
Implied Rydberg depth = 18.67 eV/f.u.
Morse: alpha*r0 = 3.0, depth = 21.00 eV/f.u.
Born-Lande: n = 5.0, depth = 75.60 eV/f.u.
At V/V0 = 0.90: x = 0.96549
  Vinet pressure = 0.1557 eV/A^3 = 24.9 GPa
  linear law = 0.1200 eV/A^3
  Vinet with B0' = 5.0: 0.1639 eV/A^3
  Morse pressure = 0.1557 eV/A^3
  Born-Lande pressure = 0.1562 eV/A^3
Limit of dB/dP at extreme compression = 0.6667
Crossing, offset over volume difference = 0.0467 eV/A^3
Crossing, full Vinet = 0.0491 eV/A^3 = 7.87 GPa
  volumes there: monoclinic 33.696, polar 32.340 A^3/f.u.
  with polar B0' = 5.0: 0.0494 eV/A^3
Vibrations: T = 300 K, mode = 0.045 eV, Grueneisen = 1.0
  vibrational pressure = 0.0082 eV/A^3
  offset shift = +0.0127 eV/f.u., crossing -> 0.0586 eV/A^3
Field: 20 uC/cm2 in 2.0 MV/cm
  offset shift = -0.0084 eV/f.u., crossing -> 0.0430 eV/A^3
Interfaces: grain 10 nm, energy difference 0.020 eV/A^2
  offset shift = -0.0402 eV/f.u., crossing -> 0.0203 eV/A^3
Film: biaxial stress 2.0 GPa, mean pressure 0.0083 eV/A^3
Antipolar phase 0.030 eV/f.u. below polar: crossing -> 0.0275 eV/A^3
Unequal axes, relative stiffness (0.7, 1.0, 1.3)
  relaxed B0 = 1.1257 eV/A^3, B0' = 4.132
  pressure / Vinet at 10% compression = 0.99878
```
